# Self-Scattering Monte Carlo for the Impact Ionization Coefficient: a numerical check

```python
"""Ionization coefficient by self-scattering Monte Carlo.

Result under test: for parabolic electrons with isotropic optical-phonon
scattering and a Keldysh rate, events / net drift distance equals the value
from a deterministic Markov chain of post-collision energies. Its error is
found from blocks, independent electrons and the spread of intervals X.
The avalanche growth coefficient a obeys 2 <exp(-a X)> = 1.

Units: energy eV, length nm, time fs, force eV/nm, field MV/cm.
u = hbar k / sqrt(2 m), so energy = u^2 in the parabolic band.
SPEED = sqrt(2/m): velocity = SPEED * u. HW = phonon energy,
ETH = ionization threshold, KELDYSH = ionization prefactor.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

MASS = 1.0
HW = 0.10
ETH = 3.5
MFP = 1.1
KELDYSH = 0.5
TEMP = 300.0
CAP = 0.4       # largest change of u_z in one flight, sqrt(eV)
SPEED = np.sqrt(2 * sc.e / (MASS * sc.m_e)) * 1e-6


def bose(temp):
    return 1 / np.expm1(HW * sc.e / (sc.k * temp))


N300 = bose(TEMP)
COUPLING = SPEED / (MFP * (2 * N300 + 1))


def final_states(energy, nonpar):
    energy = np.maximum(energy, 0.0)
    root = np.sqrt(energy)
    if nonpar == 0:
        return root
    return root * np.sqrt(1 + nonpar * energy) * (1 + 2 * nonpar * energy)


def rates(energy, n_ph=N300, eth=ETH, nonpar=0.0, coupling=COUPLING):
    """Emission, absorption and ionization rates in 1/fs."""
    emission = coupling * (n_ph + 1) * final_states(energy - HW, nonpar)
    absorption = coupling * n_ph * final_states(energy + HW, nonpar)
    excess = np.maximum(energy - eth, 0.0) / eth
    return emission, absorption, KELDYSH * excess * excess


def free_flight(uz, perp, accel, rng):
    """Capped exponential flight; perp is the squared transverse u."""
    highest = np.maximum(perp + uz * uz, perp + (uz + CAP) ** 2)
    em, ab, ii = rates(highest)
    bound = em + ab + ii
    dt = rng.standard_exponential(len(uz)) / bound
    limit = CAP / accel
    return np.minimum(dt, limit), dt < limit, bound


def monte_carlo(field, steps, seed, electrons=1000, warm=1500):
    rng = np.random.default_rng(seed)
    force = 0.1 * field
    accel = 0.5 * force * SPEED
    mu = 2 * rng.random(electrons) - 1
    uz = np.sqrt(0.5) * mu
    perp = 0.5 * (1 - mu * mu)
    step_events, step_distance = np.zeros(steps), np.zeros(steps)
    intervals = []
    cutoff = steps // 2
    worst = 0.0
    for step in range(-warm, steps):
        if step == 0:
            z = np.zeros(electrons)
            counts = np.zeros(electrons)
            last_z = np.zeros(electrons)
            last_step = np.full(electrons, -1)
            time = ion_loss = 0.0
            n_em = n_ph_all = n_real = 0
            energy_begin = np.sum(perp + uz * uz)
        dt, hit, bound = free_flight(uz, perp, accel, rng)
        dz = SPEED * dt * (uz + 0.5 * accel * dt)
        uz = uz + accel * dt
        energy = perp + uz * uz
        em, ab, ii = rates(energy)
        phonon_rate = em + ab
        total = phonon_rate + ii
        worst = max(worst, np.max(total / bound))
        pick = np.where(hit, rng.random(electrons) * bound, np.inf)
        is_em = pick < em
        is_phonon = pick < phonon_rate
        real = pick < total
        after = np.where(is_em, energy - HW, energy + HW)
        ion = np.flatnonzero(real & ~is_phonon)
        after[ion] = (energy[ion] - ETH) / 3
        if step >= 0:
            z += dz
            time += dt.sum()
            step_distance[step] = dz.sum()
            step_events[step] = len(ion)
            n_em += np.count_nonzero(is_em)
            n_ph_all += np.count_nonzero(is_phonon)
            n_real += np.count_nonzero(real)
            if len(ion):
                ion_loss += np.sum(energy[ion] - after[ion])
                counts[ion] += 1
                # Selection by start, not by end, avoids losing long intervals.
                old = last_step[ion]
                chosen = ion[(old >= 0) & (old < cutoff)]
                intervals.extend(z[chosen] - last_z[chosen])
                last_z[ion] = z[ion]
                last_step[ion] = step
        new_uz = np.sqrt(after) * (2 * rng.random(electrons) - 1)
        uz = np.where(real, new_uz, uz)
        perp = np.where(real, after - new_uz * new_uz, perp)
    phonon_loss = HW * (2 * n_em - n_ph_all)
    gained = force * z.sum()
    stored = np.sum(perp + uz * uz) - energy_begin
    assert abs(gained - phonon_loss - ion_loss - stored) < 1e-8 * gained
    assert worst <= 1 + 1e-10
    unfinished = np.count_nonzero((last_step >= 0) & (last_step < cutoff))
    return dict(z=z, counts=counts, step_z=step_distance,
                step_n=step_events, x=np.array(intervals),
                unfinished=unfinished, drift=z.sum() / time,
                accepted=n_real / (steps * electrons),
                phonon_share=phonon_loss / gained,
                ion_share=ion_loss / gained)


def ratio_and_error(events, distance):
    alpha = events.sum() / distance.sum()
    residual = events - alpha * distance
    b = len(events)
    error = np.sqrt(b / (b - 1) * np.sum(residual ** 2)) / distance.sum()
    return alpha, error


def block_result(run, length):
    return ratio_and_error(run["step_n"].reshape(-1, length).sum(axis=1),
                           run["step_z"].reshape(-1, length).sum(axis=1))


def leading(matrix, start, iterations=1500):
    """Leading eigenvalue and left eigenvector by power iteration."""
    vector = start / start.sum()
    for _ in range(iterations):
        vector = vector @ matrix
        value = vector.sum()
        vector = vector / value
    return value, vector


def energy_chain(field, temp=TEMP, eth=ETH, nonpar=0.0,
                 coupling=COUPLING, spacing=0.04, cells=400):
    """Kernel by quadrature over direction and time, then alpha."""
    force = 0.1 * field
    n_ph = bose(temp)
    grid = np.arange(0, 14 + 1e-9, spacing)
    size = len(grid)
    edges = 5 * np.linspace(0, 1, cells + 1) ** 2
    middle = 0.5 * (edges[1:] + edges[:-1])
    dt = np.diff(edges) / (0.5 * force * SPEED)
    mu, weight = np.polynomial.legendre.leggauss(16)
    mu, weight = mu[:, None], weight[:, None] / 2
    kernels = np.zeros((3, size, size))
    for row, start in enumerate(grid):
        u = np.sqrt(start * (1 + nonpar * start))
        square = u * u * (1 - mu * mu) + (u * mu + middle) ** 2
        energy = 2 * square / (1 + np.sqrt(1 + 4 * nonpar * square))
        channel = rates(energy, n_ph, eth, nonpar, coupling)
        total = channel[0] + channel[1] + channel[2]
        hazard = total * dt
        survive = np.exp(-(np.cumsum(hazard, axis=1) - hazard))
        mass = weight * survive * -np.expm1(-hazard)
        mass /= mass.sum() * total
        finals = (energy - HW, energy + HW, (energy - eth) / 3)
        for kind in range(3):
            place = np.clip(finals[kind], 0, grid[-1]) / spacing
            node = np.clip(np.rint(place), 1, size - 2).astype(int)
            s = place - node
            p = mass * channel[kind]
            shares = (s * (s - 1) / 2, 1 - s * s, s * (s + 1) / 2)
            for shift, share in zip((-1, 0, 1), shares):
                kernels[kind, row] += np.bincount(
                    (node + shift).ravel(), (p * share).ravel(),
                    minlength=size)
    before = np.array([grid + HW, grid - HW, 3 * grid + eth])
    distance = (before[:, None, :] - grid[None, :, None]) / force
    _, steady = leading(kernels.sum(axis=0), np.exp(-grid))
    assert abs(steady[grid > 13].sum()) < 1e-6
    events = steady @ kernels[2].sum(axis=1)
    drift = steady @ (kernels * distance).sum(axis=(0, 2))
    return dict(alpha=events / drift, events=events, drift=drift,
                kernels=kernels, distance=distance, steady=steady)


def growth_coefficient(chain):
    copies = np.array([1, 1, 2])[:, None, None]

    def excess(a):
        tilted = copies * chain["kernels"] * np.exp(-a * chain["distance"])
        return leading(tilted.sum(axis=0), chain["steady"])[0] - 1

    return brentq(excess, 0.5 * chain["alpha"], 1.3 * chain["alpha"],
                  xtol=1e-8)


# Survival until the first real collision, against direct integration.
FIELD = 5.0
rng = np.random.default_rng(11)
sample = 200000
accel = 0.05 * FIELD * SPEED
uz, clock, perp0 = np.full(sample, -0.5), np.zeros(sample), 4.0
collision_times = []
while len(uz):
    dt, hit, bound = free_flight(uz, perp0, accel, rng)
    uz, clock = uz + accel * dt, clock + dt
    total = sum(rates(perp0 + uz * uz))
    real = hit & (rng.random(len(uz)) * bound < total)
    collision_times.append(clock[real])
    uz, clock = uz[~real], clock[~real]
collision_times = np.concatenate(collision_times)
survival = []
for t in (1.0, 3.0):
    integral = quad(lambda s: float(sum(
        rates(perp0 + (-0.5 + accel * s) ** 2))), 0, t)[0]
    expected = np.exp(-integral)
    found = np.mean(collision_times > t)
    assert abs(found - expected) < 4.5 * np.sqrt(
        expected * (1 - expected) / sample)
    survival.append((t, found, expected))

# Two independent roads to alpha.
chains = {field: energy_chain(field) for field in (3.0, 4.0, 5.0)}
main = chains[FIELD]
coarse = energy_chain(FIELD, spacing=0.06, cells=280)
grid_change = abs(coarse["alpha"] / main["alpha"] - 1)
assert grid_change < 0.01
run = monte_carlo(FIELD, 16000, seed=21)
run4 = monte_carlo(4.0, 10000, seed=22)
alpha, block_error = block_result(run, 400)
alpha4, block_error4 = block_result(run4, 400)
_, electron_error = ratio_and_error(run["counts"], run["z"])
_, electron_error4 = ratio_and_error(run4["counts"], run4["z"])
# 0.5 percent is allowed for the finite grid of the deterministic chain.
assert abs(alpha - main["alpha"]) < 4 * electron_error + 0.005 * alpha
assert (abs(alpha4 - chains[4.0]["alpha"])
        < 4 * electron_error4 + 0.005 * alpha4)

# Three error estimates; 40 blocks fix their own error only to about 11%.
x = run["x"]
spread = x.std(ddof=1) / x.mean()
renewal_error = alpha * spread / np.sqrt(run["counts"].sum())
assert abs(block_error / electron_error - 1) < 0.45
assert abs(renewal_error / electron_error - 1) < 0.15
assert run["unfinished"] < 0.005 * len(x)

# Growth coefficient, tested on the sampled intervals.
growth = growth_coefficient(main)
growth_terms = 2 * np.exp(-growth * x)
growth_mean = growth_terms.mean()
growth_error = growth_terms.std(ddof=1) / np.sqrt(len(x))
assert abs(growth_mean - 1) < 4 * growth_error + 0.005
assert np.log(2) * main["alpha"] < growth < main["alpha"]

# Size of neglected effects and of parameter uncertainty.
hot = energy_chain(FIELD, temp=450.0)["alpha"]
NONPAR = 0.1
bent = energy_chain(FIELD, nonpar=NONPAR)["alpha"]
short = energy_chain(FIELD, coupling=COUPLING / 0.9)["alpha"]
threshold_rate = float(sum(rates(ETH)))
half_width = 0.5 * sc.hbar / sc.e * 1e15 * threshold_rate
broad = energy_chain(FIELD, eth=ETH - half_width)["alpha"]
assert max(hot, bent, short) < main["alpha"] < broad
k_threshold = np.sqrt(2 * MASS * sc.m_e * ETH * sc.e) / sc.hbar * 1e-9
LATTICE = 0.31
zone_edge = 2 * np.pi / (np.sqrt(3) * LATTICE)
GAP, REDUCED_MASS = 3.3, 0.2
tunnel_exponent = (4 * np.sqrt(2 * REDUCED_MASS * sc.m_e)
                   * (GAP * sc.e) ** 1.5
                   / (3 * sc.e * sc.hbar * FIELD * 1e8))

print(f"mass {MASS:.1f} m0; phonon {HW:.2f} eV; threshold {ETH:.1f} eV")
print(f"phonon mean free path {MFP:.1f} nm at {TEMP:.0f} K")
print(f"Keldysh prefactor {KELDYSH * 1e15:.1e} 1/s")
print(f"phonon occupation {N300:.4f}")
print(f"speed factor {SPEED:.4f} nm/fs per sqrt(eV)")
print(f"phonon coupling C {COUPLING:.4f} 1/fs per sqrt(eV)")
print(f"flight cap in u_z {CAP:.1f} sqrt(eV) = {CAP / accel:.2f} fs")
for t, found, expected in survival:
    print(f"survival at {t:.0f} fs: sampled {found:.4f}, "
          f"integral {expected:.4f}")
print(f"main field {FIELD:.1f} MV/cm; electrons {len(run['z'])}; "
      f"flights each {len(run['step_n'])}")
print(f"ionization events {run['counts'].sum():.0f}")
print(f"total drift distance {run['z'].sum():.4e} nm")
print(f"real collisions per flight {run['accepted']:.3f}")
print(f"drift velocity {run['drift'] * 1e8:.3e} cm/s")
print(f"field energy to phonons {100 * run['phonon_share']:.1f} %")
print(f"field energy to ionization {100 * run['ion_share']:.1f} %")
print(f"Monte Carlo alpha {alpha:.6f} 1/nm = {alpha * 1e7:.4e} 1/cm")
for length in (1, 10, 100, 400):
    print(f"error, blocks of {length} flights: "
          f"{block_result(run, length)[1] * 1e7:.3e} 1/cm")
print(f"error, independent electrons {electron_error * 1e7:.3e} 1/cm")
print(f"error, interval spread {renewal_error * 1e7:.3e} 1/cm")
print(f"chain: ionizations per collision {main['events']:.4e}")
print(f"chain: drift per collision {main['drift']:.4f} nm")
for field, chain in chains.items():
    print(f"chain alpha at {field:.0f} MV/cm: "
          f"{chain['alpha'] * 1e7:.4e} 1/cm")
print(f"chain change on coarser grid {100 * grid_change:.3f} %")
print(f"Monte Carlo alpha at 4 MV/cm {alpha4 * 1e7:.4e} 1/cm")
print(f"its 400-flight block error {block_error4 * 1e7:.3e} 1/cm")
print(f"its independent-electron error {electron_error4 * 1e7:.3e} 1/cm")
print(f"events at 4 MV/cm {run4['counts'].sum():.0f}")
print(f"intervals {len(x)}; mean {x.mean():.2f} nm; std/mean {spread:.4f}")
print(f"growth coefficient {growth * 1e7:.4e} 1/cm")
print(f"growth / event coefficient {growth / main['alpha']:.4f}")
print(f"2<exp(-aX)> = {growth_mean:.4f} +/- {growth_error:.4f}")
print(f"ballistic dead space {ETH / (0.1 * FIELD):.2f} nm")
print(f"alpha at 450 K / alpha at 300 K {hot / main['alpha']:.3f}")
print(f"nonparabolicity {NONPAR:.1f} 1/eV: alpha ratio "
      f"{bent / main['alpha']:.3f}")
print(f"10% shorter mean free path: alpha ratio {short / main['alpha']:.3f}")
print(f"total rate at threshold {threshold_rate * 1e15:.3e} 1/s")
print(f"collision half-width at threshold {half_width:.3f} eV")
print(f"threshold lowered by it: alpha ratio {broad / main['alpha']:.3f}")
print(f"threshold wavevector {k_threshold:.2f} 1/nm")
print(f"rough zone edge {zone_edge:.2f} 1/nm (lattice {LATTICE:.2f} nm)")
print(f"tunnelling: gap {GAP:.1f} eV, reduced mass {REDUCED_MASS:.1f} m0")
print(f"tunnelling exponent {tunnel_exponent:.1f}; "
      f"factor {np.exp(-tunnel_exponent):.1e}")
print("all good")
```

Output:

```
mass 1.0 m0; phonon 0.10 eV; threshold 3.5 eV
phonon mean free path 1.1 nm at 300 K
Keldysh prefactor 5.0e+14 1/s
phonon occupation 0.0213
speed factor 0.5931 nm/fs per sqrt(eV)
phonon coupling C 0.5171 1/fs per sqrt(eV)
flight cap in u_z 0.4 sqrt(eV) = 2.70 fs
survival at 1 fs: sampled 0.3311, integral 0.3298
survival at 3 fs: sampled 0.0382, integral 0.0377
main field 5.0 MV/cm; electrons 1000; flights each 16000
ionization events 37561
total drift distance 2.5192e+06 nm
real collisions per flight 0.713
drift velocity 1.247e+07 cm/s
field energy to phonons 86.2 %
field energy to ionization 13.8 %
Monte Carlo alpha 0.014910 1/nm = 1.4910e+05 1/cm
error, blocks of 1 flights: 7.901e+02 1/cm
error, blocks of 10 flights: 7.866e+02 1/cm
error, blocks of 100 flights: 6.313e+02 1/cm
error, blocks of 400 flights: 5.610e+02 1/cm
error, independent electrons 6.201e+02 1/cm
error, interval spread 6.202e+02 1/cm
chain: ionizations per collision 3.2946e-03
chain: drift per collision 0.2208 nm
chain alpha at 3 MV/cm: 2.0511e+03 1/cm
chain alpha at 4 MV/cm: 3.6328e+04 1/cm
chain alpha at 5 MV/cm: 1.4924e+05 1/cm
chain change on coarser grid 0.023 %
Monte Carlo alpha at 4 MV/cm 3.6649e+04 1/cm
its 400-flight block error 4.634e+02 1/cm
its independent-electron error 4.381e+02 1/cm
events at 4 MV/cm 6495
intervals 18899; mean 66.77 nm; std/mean 0.8062
growth coefficient 1.2896e+05 1/cm
growth / event coefficient 0.8641
2<exp(-aX)> = 1.0009 +/- 0.0033
ballistic dead space 7.00 nm
alpha at 450 K / alpha at 300 K 0.793
nonparabolicity 0.1 1/eV: alpha ratio 0.000
10% shorter mean free path: alpha ratio 0.590
total rate at threshold 9.948e+14 1/s
collision half-width at threshold 0.327 eV
threshold lowered by it: alpha ratio 1.338
threshold wavevector 9.58 1/nm
rough zone edge 11.70 1/nm (lattice 0.31 nm)
tunnelling: gap 3.3 eV, reduced mass 0.2 m0
tunnelling exponent 36.6; factor 1.2e-16
all good
```
